# When a narrower emission cone makes a radiative cooler colder

A plate in an evacuated box faces a clear night sky. It radiates in the infrared window between 8 and 13 µm, where air is partly transparent, and it cools below the air temperature. Straight up it sees a thin, dim layer of air. Near the horizon its line of sight runs through so much air that the sky glows almost like a black wall at air temperature. Every direction helps a plate that is as warm as the air, but a plate that is already cold is heated by the horizon. Would it then get colder if it could neither emit toward low elevations nor absorb from them?

## The balance without a load

Let $\theta$ be the angle from the zenith and $\mu=\cos\theta$. Inside the cone $\theta<\theta_c$ the plate has emissivity $\varepsilon(\lambda)$, independent of direction. Outside the cone its emissivity is zero. By reciprocity its absorptivity is then zero there too, so it is a perfect reflector in those directions.

Let $B_\lambda(T)$ be the Planck radiance and $I_\lambda(\mu)$ the radiance arriving from the sky. The weighted radiances

$$E(T)=\int\varepsilon B_\lambda(T)\,d\lambda,\qquad S=\int\varepsilon I_\lambda\,d\lambda$$

measure what the plate emits and absorbs per unit projected solid angle. In a horizontally uniform atmosphere $S$ depends on $\theta$ alone.

A ring of directions contributes the projected solid angle $2\pi\sin\theta\cos\theta\,d\theta$. With $x=\sin^2\theta$ we have $dx=2\sin\theta\cos\theta\,d\theta$, so the ring counts as $\pi\,dx$. From here on $x$ without further label is the cone edge, $x=\sin^2\theta_c$, and $x=1$ is the hemisphere. The net radiated power per area, positive when the plate loses heat, is

$$\pi\int_0^x[E(T)-S(x')]\,dx'=\pi x\,[E(T)-A(x)],\qquad A(x)=\frac1x\int_0^xS(x')\,dx'.$$

$A$ is the mean sky seen through the cone. With no other heat input, stagnation means $E(T)=A(x)$.

The simplest sky is isothermal at the air temperature $T_a$, with one zenith optical depth $\tau$ for the whole band. The slant path is longer by $1/\mu$, hence

$$S=E(T_a)\left(1-e^{-\tau/\mu}\right).$$

This rises toward the horizon. Differentiating $xA=\int_0^xS\,dx'$ gives $A+xA'=S(x)$, or $A'=(S-A)/x$. For an increasing $S$ the edge value exceeds the mean, so $A'>0$: narrowing the cone lowers $A$ and therefore $T$.

To evaluate $A$, use $x'=1-\mu^2$, $dx'=-2\mu\,d\mu$, and $\mu_c=\cos\theta_c$:

$$\frac{xA}{E(T_a)}=x-2\int_{\mu_c}^1\mu e^{-\tau/\mu}d\mu .$$

The exponential integral $E_3(\tau)=\int_1^\infty s^{-3}e^{-\tau s}ds$ becomes $\int_0^1\mu e^{-\tau/\mu}d\mu$ under $s=1/\mu$. The part from 0 to $\mu_c$, rescaled by $\mu=\mu_cv$, equals $\mu_c^2E_3(\tau/\mu_c)$. Thus

$$A(x)=E(T_a)\left\{1-\frac2x\left[E_3(\tau)-\mu_c^2E_3(\tau/\mu_c)\right]\right\}.$$

Take $T_a=300$ K, $\tau=0.2$, and $\varepsilon=1$ from 8 to 13 µm, zero elsewhere. The hemispherical mean is $A(1)=0.296\,E(T_a)$, which gives $T=237.8$ K. In the limit $\theta_c\to0$ the plate sees only the zenith, $E(T)=(1-e^{-0.2})E(T_a)=0.181\,E(T_a)$, and $T\to219.2$ K. Without a load, narrowing gains up to 18.7 K.

The price appears in the available power, the net radiated power at $T=T_a$:

$$P_0(x)=\pi x[E(T_a)-A(x)],\qquad \frac{dP_0}{dx}=\pi[E(T_a)-S(x)]>0\quad(x<1).$$

Every excluded ring would have cooled a plate at air temperature. For a small cone $P_0\simeq\pi xE(T_a)e^{-\tau}$. At 10°, $x=0.0302$ and $\pi E(T_a)=148.0$ W/m², so $P_0\simeq148.0\times0.0302\times0.819=3.7$ W/m², against 104.2 W/m² for the hemisphere. The coldest limit is reached with vanishing power.

## Which skies brighten toward the horizon?

The isothermal sky can be replaced by a layered one. Let $t$ be the vertical optical depth measured upward from the plate, $\tau$ its total at one wavelength, and $B(t)$ the Planck radiance of the air at that level. Without scattering, and neglecting the faint background of space,

$$I(\mu)=\int_0^\tau B(t)\,e^{-t/\mu}\,\frac{dt}{\mu}.$$

Since $e^{-t/\mu}/\mu$ is the derivative of $-e^{-t/\mu}$, integration by parts gives

$$I(\mu)=B(0)-B(\tau)e^{-\tau/\mu}+\int_0^\tau B'(t)\,e^{-t/\mu}\,dt .$$

Suppose that the air does not warm with height, $B'\le0$. Lowering $\mu$ shrinks every exponential. Both terms after $B(0)$ are negative or zero, and the first is strictly negative, so $I$ rises strictly. As $\mu\to0$ it tends to $B(0)$, the radiance of the air at the plate, whose temperature is $T_a$.

If this holds at each wavelength of the band, $S(x)$ increases strictly and $S(1)=E(T_a)$. The proof needs some absorption at every wavelength used. In the opposite limit, a perfectly transparent band, $S=0$ in all directions above the horizon, no ring ever heats the plate, and narrowing brings no benefit. An opaque band has $S=E(T_a)$ everywhere, and there is no cooling to improve.

On a round Earth the horizontal path is finite. For an absorber density $e^{-z/H}$ and height $z\simeq s^2/2R$ along the ray, its length in units of the vertical path is

$$\frac1H\int_0^\infty e^{-s^2/2RH}ds=\sqrt{\frac{\pi R}{2H}}.$$

With $R=6400$ km and $H=2$ km this is 71, and the horizon transmits $e^{-0.2\times71}\approx7\times10^{-7}$. For this $\tau$ the flat-layer value of $S(1)$ is adequate. For a much clearer sky it is not: at $\tau=0.02$ the horizon transmits $e^{-0.02\times71}\approx0.24$, $S(1)$ falls well below $E(T_a)$, and a plate that stays near air temperature gains nothing from narrowing.

## Adding heat leaks

A real plate gains heat through its supports and from its surroundings. Let this be $h(T_a-T)$, and let $q\ge0$ be a constant additional load, such as absorbed sunlight or the heat of an object being cooled. The net power is

$$P(T,x)=\pi x[E(T)-A(x)]-h(T_a-T)-q,$$

and stagnation is $P=0$. Because $E'(T)>0$, $P$ increases with $T$ and the solution is unique.

The narrow-cone limit is now reversed. As $x\to0$ the radiative term vanishes and, for $h>0$, $T\to T_a+q/h$. In this limit, a pencil of emission aimed at the zenith leaves the plate at air temperature or above. For $h=0$ but $q>0$, the required $E(T)=A+q/(\pi x)$ even diverges.

To see what happens between the limits, differentiate $P(T(x),x)=0$. Since $\pi xA=\pi\int_0^xS\,dx'$,

$$\frac{\partial P}{\partial x}=\pi[E(T)-S(x)],\qquad \frac{\partial P}{\partial T}=\pi xE'(T)+h\equiv D,$$

$$\frac{dT}{dx}=-\frac{\partial P/\partial x}{\partial P/\partial T}=\frac{\pi[S(x)-E(T)]}{D}.$$

Removing the edge ring cools the plate if that ring is brighter than the plate. For the full hemisphere the edge is the horizon, $S(1)=E(T_a)$. Hence, if the hemispherical plate stagnates below $T_a$, the slope at $x=1$ is positive and some narrowing lowers its temperature, however large the finite $h$, provided the horizon is opaque so that $S(1)=E(T_a)$.

For $h=0.2$ W/(m² K) and $q=0$ the hemisphere reaches 247.05 K and the slope is 65 K per unit $x$. Cutting the cone to 75° removes $1-x=\cos^275^\circ=0.067$, so the linear estimate is a drop of 4.4 K; the full balance gives 2.5 K. The estimate is too large because the slope diminishes on the way to the minimum.

## The best cone

With a load, $T$ is at least $T_a$ in the narrow limit, below $T_a$ at $x=1$ by assumption, and still falling as the cone begins to close. There is therefore a minimum in between, where

$$E(T_*)=S(x_*).$$

The coldest plate matches the band radiance of the sky at the edge of its cone. To see that there is just one such point, differentiate the slope again:

$$T''=\frac{\pi[S'-E'T']}{D}-\frac{\pi[S-E]D'}{D^2}.$$

Where $T'=0$ we also have $S=E$, leaving $T''=\pi S'/D>0$. Every stationary point is a minimum. Two minima would need a maximum between them, so there is one.

Inserting $E(T_*)=S(x_*)$ into $P=0$ gives the equation for the edge:

$$\pi x_*[S(x_*)-A(x_*)]=q+h(T_a-T_*).$$

The left side has derivative $\pi(S+xS')-\pi S=\pi xS'>0$. On the right, $T_*$ rises with $x_*$ through $E(T_*)=S(x_*)$, so the right side falls or stays constant. Raising $q$ or $h$ lifts the right side and moves the crossing to larger $x_*$: a more heavily loaded plate needs a wider cone.

For the example the solution is $\theta_c=60.7^\circ$, $x_*=0.7606$. The edge sky is $0.3355\,E(T_a)$ and the mean sky $0.2344\,E(T_a)$. The two sides are

$$148.0\times0.7606\times(0.3355-0.2344)=11.4\ \text{W/m}^2,$$
$$0.2\times(300-243.08)=11.4\ \text{W/m}^2.$$

The plate stagnates at 243.1 K, 4.0 K below the hemispherical one. Its available power is 86.2 instead of 104.2 W/m², a loss of 17%.

As a test, the temperature was minimized directly over the angle for $h=0.02$, 0.2, 1 and 8 W/(m² K), with $q=0$. The results agreed with the edge rule within $10^{-4}$ rad and $10^{-6}$ K.

## How near the zenith?

Suppose the load is small enough for $x_*\ll1$. Then $S\simeq S(0)+S'(0)x$ and $A\simeq S(0)+S'(0)x/2$, so the left side of the edge equation is $\pi S'(0)x_*^2/2$. For $q=0$, with $T_z$ the zero-load zenith limit,

$$x_*\simeq\sqrt{\frac{2h(T_a-T_z)}{\pi S'(0)}} .$$

In the isothermal sky $\mu=(1-x)^{1/2}$, so $S=E(T_a)\left[1-e^{-\tau(1-x)^{-1/2}}\right]$, and differentiating at $x=0$ gives $S'(0)=E(T_a)\tau e^{-\tau}/2$. Here $\pi S'(0)=148.0\times0.2\times0.819/2=12.1$ W/m². An optimum at 10° would require

$$h\simeq\frac{12.1\times0.0302^2}{2\times80.8}\approx7\times10^{-5}\ \text{W/(m}^2\text{K)}.$$

This leading-order estimate is thousands of times smaller than the example's $h$. Since $x_*\propto\sqrt h$ and $\theta_c\simeq\sqrt{x_*}$, the best angle shrinks as $h^{1/4}$ in this regime. Insulation narrows the best cone slowly: at $h=0.02$ W/(m² K), where $x_*$ is no longer small, the full solution is still 38.8°, with a gain of 11.7 K.

A cone need not be the best one to help. Let $T_1$ be the hemispherical stagnation temperature, and let

$$S_{\rm out}(x)=\frac{1}{1-x}\int_x^1S\,dx'=\frac{A(1)-xA(x)}{1-x}$$

be the mean sky over the excluded directions. Subtracting the two net powers, whose loads cancel at equal $T$, gives

$$P(T,1)-P(T,x)=\pi(1-x)[E(T)-S_{\rm out}(x)].$$

At $T=T_1$ the first term is zero. The cone has power to spare, and so settles colder, if $S_{\rm out}(x)>E(T_1)$. Because $S$ increases, $S_{\rm out}$ increases with $x$, and equality marks the narrowest helpful cone. In the example this is 41.4°. At 30° the plate reaches 254.9 K and at 10° only 286.3 K, both warmer than the hemisphere's 247.1 K. Near-zenith emission in the literal sense would be a mistake for this plate.

In the opposite limit, $h\to\infty$, the left side of the edge equation stays bounded, so $T_*\to T_a$. Then $S(x_*)\to E(T_a)$ and the best edge moves to the horizon. At $h=8$ W/(m² K) it lies at 83.9° and the gain is about 0.01 K.

## Does a smoother angular response do better?

Let the emissivity be $\eta(x)\varepsilon(\lambda)$ with any $0\le\eta\le1$. The radiative power becomes $\pi\int_0^1\eta(x')[E(T)-S(x')]dx'$. At $T_*$ the bracket is positive inside the best cone and negative outside it. Choosing $\eta=1$ inside and $\eta=0$ outside thus gives the largest possible integral. That choice has $P=0$ at $T_*$; any other has $P\le0$ there. A profile that can balance the load has some emission or $h>0$, so its $P$ rises strictly with $T$, and it cannot stagnate below $T_*$.

The sharp cone is therefore the optimum among angular profiles common to all wavelengths. An emitter whose cone varies with wavelength lies outside this proof. In a numerical test, 200 logistic profiles, with centres from 0.2 to 1.5 rad, widths from 0.03 to 0.4 rad and heights from 0.5 to 1, all stagnated above $T_*$.

A mirror funnel is a different device. If a lossless concentrator maps the plate's whole hemisphere onto a cone through an aperture larger by $1/x$, the factor $x$ cancels and the power per plate area is $\pi[E(T)-A(x)]$. Narrowing then raises the available power, at the price of aperture area.

## Putting the plate to work

Hold the cone at 60.7° and increase the useful load $q$. The power difference above changes sign where $E(T)=S_{\rm out}$. Numerically,

$$\frac{S_{\rm out}}{E(T_a)}=\frac{0.2961-0.7606\times0.2344}{1-0.7606}=0.492,$$

which corresponds to 260.6 K. The hemispherical balance at this temperature gives the load:

$$q=148.0\,(0.492-0.296)-0.2\,(300-260.6)\approx21\ \text{W/m}^2.$$

Below this load the cone is colder; above it the hemisphere is. If the cone is re-optimized for each load, it widens instead, to 64.4° at 5 W/m² and 71.7° at 20 W/m². By the slope argument some narrowing still helps as long as the hemisphere stays below $T_a$, which requires $q<P_0(1)=104$ W/m².

The cone is also more easily disturbed. Differentiating $P=0$ with respect to $q$ gives $D\,dT/dq-1=0$, so $dT/dq=1/D$. At stagnation this is 0.92 K m²/W for the cone and 0.70 K m²/W for the hemisphere. For a plate of heat capacity $C$ per area, $C\,dT/dt=-P$, and a small deviation decays with the time constant $C/D$. With equal $C$ the cone takes 32% longer to settle.

## When the air above is warmer

Put an opaque cloud 10 K warmer than the air above the same absorbing layer. Now

$$S=E(T_a)\left(1-e^{-\tau/\mu}\right)+E(T_a+10\,\text{K})\,e^{-\tau/\mu},$$

which is brightest at the zenith. The hemispherical plate stagnates at 306.6 K, above $T_a$, so the slope at $x=1$ is negative. The 60.7° cone is warmer still, at 307.0 K.

Over this isothermal air, any opaque cloud warmer than $T_a$ keeps the hemisphere above $T_a$, however small the excess. If part of the air in between is colder than $T_a$, a slightly warmer cloud may not be enough. A warm layer that is partly transparent, with cold space behind it, may leave the hemisphere below $T_a$. Slight narrowing then still helps, because that argument uses only the horizon value. If colder air lies between the plate and the warm layer, $S$ can rise, fall and rise again toward the horizon, and the minimum need no longer be unique.

## Beside a real cooler

The chosen $h$ is a rough value for a well-insulated plate in vacuum, and $\tau=0.2$ a rough value for a clear, fairly dry sky; humid air is more opaque. The result depends strongly on $\tau$. At the same $h$ the best cone is 47° with a gain of 5.5 K for $\tau=0.6$, and about 80° with 0.5 K for $\tau=0.03$, where the 60.7° cone is 2.8 K warmer than the hemisphere. A plate in open air has $h$ of several W/(m² K), where the calculated gain is small: for $\tau=0.2$ it is 0.2 K at $h=2$ and 0.06 K at $h=4$ W/(m² K). The emitter with sharp limits in wavelength and angle is an idealization, and a vacuum enclosure needs an infrared window.

The following changes keep the cone at 60.7° and $h$ at 0.2 W/(m² K). A window at air temperature, taken to absorb 10% at every angle, raises the cone's temperature from 243.1 to 250.7 K and leaves a gain of 3.3 K. Adding emissivities of 0.05 outside the cone and 0.02 outside the band, where the sky is taken as opaque, gives 253.2 K and a gain of 2.5 K. These defects cost about 10 K in temperature and over a third of the gain.

Other corrections, taken one at a time from the ideal case, differ widely in size. Air that is 30 K colder at the top of the absorber lowers both temperatures and reduces the gain to 2.9 K. A model ozone layer at 230 K warms both plates by about 1 K and hardly changes the gain. Absorbed sunlight of 10 W/m², about 1% of strong sunshine, cuts the gain to 1.9 K.

Acting together, all these corrections leave a gain of only about 0.1 K at the 60.7° cone; a wider cone of 72°, chosen for the actual load, gains about 1 K. Absorption that varies strongly across the band can also reduce the gain: with zenith depths alternating between 0.02 and 0.38, the same mean as before, the otherwise ideal gain falls from 4.0 to about 2 K.

Angular restriction is thus a refinement to consider after the heat leak and the window have been dealt with, when the aim is a low temperature at small load. Whether it pays must be calculated with the spectrum of the actual sky and the defects of the actual plate. The main computed values are in the numerical output below.

## Numbers as computed

```
Air temperature 300 K; band 8-13 um; zenith depth 0.2
Parasitic coefficient h = 0.2 W/(m2 K); q = 0 W/m2
Zenith transmittance 0.8187
Band emission pi*E at air temperature 147.97 W/m2
Hemispherical mean sky A(1)/E(Tair) 0.2961
Cone angle (deg), available power (W/m2), T (K), T at h=0 (K):
  10     3.65   286.28   219.41
  20    14.08   267.34   220.15
  30    29.86   254.88   221.39
  45    58.54   245.60   224.24
  60    85.12   243.08   228.36
  75   101.18   244.57   233.67
  90   104.15   247.05   237.84
Zero-load zenith limit 219.17 K
Slope dT/dx at the hemisphere 65.26 K
Best cone angle 60.71 deg; x = 0.7606
T best cone 243.08 K; hemisphere 247.05 K
Temperature gain 3.97 K
Edge sky S/E(Tair) 0.3355
Cooler E(T)/E(Tair) at best cone 0.3355
Cone mean sky A/E(Tair) 0.2344
Parasitic load at best cone 11.38 W/m2
Available power: best cone 86.17, hemisphere 104.15 W/m2
Narrowest helpful cone 41.43 deg
Crossover: T 260.57 K at useful load 21.13 W/m2
Response dT/dq: cone 0.923, hemisphere 0.697 K m2/W
h (W/m2/K), best angle (deg), T hemisphere, T best, gain (K):
  0.02   38.77   238.97   227.25   11.718
  0.20   60.71   247.05   243.08    3.972
  1.00   74.54   264.68   264.01    0.666
  8.00   83.88   289.81   289.79    0.014
Best angle for q = 0, 5, 20 W/m2: 60.71, 64.44, 71.70 deg
Warm lid (+10 K): hemisphere 306.60 K, cone 307.00 K
Neglected effects at the same cone: T hemisphere, T cone, gain (K):
  window absorptance 0.1: 254.00, 250.66, 3.33
  emissivity 0.05 outside cone: 247.05, 243.33, 3.72
  emissivity 0.02 outside band: 249.11, 245.93, 3.19
  these three together: 255.70, 253.17, 2.53
  ozone 9.4-9.9 um, depth 0.7, 230 K: 248.12, 244.17, 3.95
  air 30 K colder at absorber top: 240.81, 237.92, 2.89
  absorbed sunlight 10 W/m2: 253.73, 251.82, 1.91
  soft edge, logistic width 3 deg: T cone 243.33 K
Curved Earth (6400 km, absorber scale height 2 km):
  horizon air mass 70.9, transmittance 6.9e-07
```
